# The mixed Green's function of two Slater determinants: verification in Python

```python
# Result under test: for single Slater determinants psi (trial) and phi (walker),
#   G_ij = <psi| c_i^dagger c_j |phi> / <psi|phi>
# obeys G G = G and trace G = N, but is Hermitian only if both determinants
# span the same orbital space; its diagonal elements may leave [0, 1].
# Idempotency survives a multideterminant trial if the walker is one determinant.
# Closed form: G = transpose of  Phi (Psi^dagger Phi)^(-1) Psi^dagger,
# with Psi, Phi the (orbitals x particles) coefficient matrices.
# G is evaluated from its definition with explicit fermion operators in Fock space.
import numpy as np


def annihilators(n_orb):
    """Fermion annihilation matrices with the proper sign strings."""
    lower = np.array([[0.0, 1.0], [0.0, 0.0]])
    sign = np.diag([1.0, -1.0])
    ops = []
    for p in range(n_orb):
        op = np.eye(1)
        for q in range(n_orb):
            factor = sign if q < p else (lower if q == p else np.eye(2))
            op = np.kron(op, factor)
        ops.append(op)
    return ops


def slater(orbitals, ops):
    """Many-body vector of the determinant with the given orbital columns."""
    state = np.zeros(ops[0].shape[0], dtype=complex)
    state[0] = 1.0
    for k in reversed(range(orbitals.shape[1])):
        creator = sum(orbitals[p, k] * ops[p].T for p in range(len(ops)))
        state = creator @ state
    return state


def green_definition(bra, ket, ops):
    overlap = np.vdot(bra, ket)
    return np.array([[np.vdot(bra, ci.T @ (cj @ ket)) / overlap
                      for cj in ops] for ci in ops])


def green_closed(psi, phi):
    return (phi @ np.linalg.inv(psi.conj().T @ phi) @ psi.conj().T).T


def size(matrix):
    return np.max(np.abs(matrix))


TOL = 1e-10

# ---------- general case: 4 orbitals, 2 particles, complex orbitals ----------
rng = np.random.default_rng(7)
M, N = 4, 2
ops4 = annihilators(M)
for a in range(M):
    for b in range(M):
        anti = ops4[a] @ ops4[b].T + ops4[b].T @ ops4[a]
        assert size(anti - (a == b) * np.eye(2**M)) < TOL


def random_orbitals():
    raw = rng.normal(size=(M, N)) + 1j * rng.normal(size=(M, N))
    return np.linalg.qr(raw)[0]


psi4, phi4, other4 = random_orbitals(), random_orbitals(), random_orbitals()
second_ket4 = random_orbitals()
bra4, ket4 = slater(psi4, ops4), slater(phi4, ops4)
overlap4 = np.vdot(bra4, ket4)
assert abs(overlap4 - np.linalg.det(psi4.conj().T @ phi4)) < TOL
assert abs(overlap4) > 1e-3
G4 = green_definition(bra4, ket4, ops4)
assert size(G4 - green_closed(psi4, phi4)) < TOL
assert size(G4 @ G4 - G4) < TOL
assert abs(np.trace(G4) - N) < TOL
assert size(G4 - G4.conj().T) > 0.01
for i in range(M):
    rest = sum(G4[i, j] * G4[j, i] for j in range(M) if j != i)
    assert abs(G4[i, i] * (1 - G4[i, i]) - rest) < TOL

# same orbital space, different orbitals: Hermitian, occupations in [0, 1]
mixing = np.array([[1.0, 0.4j], [0.3, 2.0]])
G_same = green_definition(bra4, slater(psi4 @ mixing, ops4), ops4)
assert size(G_same - G_same.conj().T) < TOL
diag_same = np.diag(G_same).real
assert diag_same.min() > -TOL and diag_same.max() < 1 + TOL

# two-determinant trial, single-determinant walker: still idempotent
bra_two = bra4 + 0.5 * slater(other4, ops4)
G_multi = green_definition(bra_two, ket4, ops4)
multi_defect = size(G_multi @ G_multi - G_multi)
assert abs(np.trace(G_multi) - N) < TOL
assert multi_defect < TOL

# both states with two determinants: trace survives, idempotency does not
ket_two = ket4 + 0.5 * slater(second_ket4, ops4)
G_both = green_definition(bra_two, ket_two, ops4)
both_defect = size(G_both @ G_both - G_both)
assert abs(np.trace(G_both) - N) < TOL
assert both_defect > 1e-3

# ---------- two orbitals, one particle ----------
ops2 = annihilators(2)


def green2(trial, walker):
    bra = slater(trial.reshape(2, 1), ops2)
    ket = slater(walker.reshape(2, 1), ops2)
    return green_definition(bra, ket, ops2).real


# sign rule: diagonal leaves [0, 1] exactly if the component product is negative
n_outside = n_pairs = 0
for a in np.arange(0.13, np.pi, 0.31):
    for b in np.arange(0.07, np.pi, 0.29):
        u = np.array([np.cos(a), np.sin(a)])
        v = np.array([np.cos(b), np.sin(b)])
        if abs(u @ v) < 1e-3 or abs(np.prod(u) * np.prod(v)) < 1e-8:
            continue
        g = green2(u, v)
        outside = g[0, 0] < 0 or g[0, 0] > 1
        assert outside == (np.prod(u) * np.prod(v) < 0)
        n_pairs += 1
        n_outside += int(outside)
assert 0 < n_outside < n_pairs

hop, delta = 1.0, 1.5
h = np.array([[0.0, -hop], [-hop, delta]])
levels, vectors = np.linalg.eigh(h)
trial = vectors[:, 0] * np.sign(vectors[0, 0])
assert np.allclose(trial, np.array([2.0, 1.0]) / np.sqrt(5), atol=TOL)


def unit(x, y):
    v = np.array([x, y], dtype=float)
    return v / np.linalg.norm(v)


walker_A, walker_B, walker_C = unit(2, -1), unit(2, 11), unit(1, -1.9)
G_T = green2(trial, trial)
G_A, G_B, G_C = [green2(trial, w) for w in (walker_A, walker_B, walker_C)]
assert np.allclose(G_A, np.array([[4, -2], [2, -1]]) / 3, atol=TOL)
for g in (G_A, G_B, G_C):
    assert size(g @ g - g) < 1e-9 and abs(np.trace(g) - 1) < TOL
assert G_A[0, 0] > 1 and G_A[1, 1] < 0

# local energy from the many-body Hamiltonian against the contraction with G
H = sum(h[i, j] * ops2[i].T @ ops2[j] for i in range(2) for j in range(2))
bra_T = slater(trial.reshape(2, 1), ops2)
for w, g in ((walker_A, G_A), (walker_B, G_B), (walker_C, G_C)):
    ket = slater(w.reshape(2, 1), ops2)
    e_def = (np.vdot(bra_T, H @ ket) / np.vdot(bra_T, ket)).real
    assert abs(e_def - np.sum(h * g)) < TOL
    assert abs(e_def - levels[0]) < TOL


def parts(g):
    """Level and hopping parts of the energy, rounded to avoid a printed -0."""
    level_part = delta * g[1, 1]
    hopping_part = -hop * (g[0, 1] + g[1, 0])
    return round(level_part, 10) + 0.0, round(hopping_part, 10) + 0.0


# hopping removed: local energy lies below the lowest level
h_diag = np.diag([0.0, delta])
e_diag = np.sum(h_diag * G_A)
assert e_diag < np.linalg.eigvalsh(h_diag)[0] - 0.1

# equal-weight average of walkers A and B restores the ground-state matrix
G_avg = 0.5 * (G_A + G_B)
assert size(G_avg - G_T) < TOL


def show(label, g):
    print(f"{label}: G11={g[0,0]:.4f} G12={g[0,1]:.4f} "
          f"G21={g[1,0]:.4f} G22={g[1,1]:.4f}")


print("Matrix elements and overlaps are dimensionless; energies in units of t")
print(f"General case: M={M} orbitals, N={N} particles, complex orbitals")
print(f"  |overlap| = {abs(overlap4):.4f}")
print(f"  trace G = {np.trace(G4).real:.4f}")
print(f"  largest |G G - G| below 1e-10: {size(G4 @ G4 - G4) < TOL}")
print(f"  largest |G - G^dagger| = {size(G4 - G4.conj().T):.4f}")
for i in range(M):
    print(f"  G{i+1}{i+1} = {G4[i,i].real:.4f} {G4[i,i].imag:+.4f} i")
print("Two-determinant trial, one-determinant walker:")
print(f"  trace G = {np.trace(G_multi).real:.4f}, "
      f"largest |G G - G| below 1e-10: {multi_defect < TOL}")
print("Two determinants in both trial and walker:")
print(f"  trace G = {np.trace(G_both).real:.4f}, "
      f"largest |G G - G| = {both_defect:.4f}")
print(f"Angle grid: {n_outside} of {n_pairs} pairs have G11 outside [0,1]")
print(f"Model: t = {hop:.1f}, Delta = {delta:.1f} (units of t)")
print(f"  levels = {levels[0]:.4f}, {levels[1]:.4f} (units of t)")
print(f"  trial components = {trial[0]:.4f}, {trial[1]:.4f}")
for name, w in (("A", walker_A), ("B", walker_B), ("C", walker_C)):
    print(f"  walker {name} = {w[0]:.4f}, {w[1]:.4f}; "
          f"overlap with trial = {trial @ w:.4f}")
show("Trial with itself", G_T)
show("Walker A", G_A)
show("Walker B", G_B)
show("Walker C", G_C)
show("Average of A and B", G_avg)
print(f"Walker A: G11(1-G11) = {G_A[0,0]*(1-G_A[0,0]):.4f}, "
      f"G12*G21 = {G_A[0,1]*G_A[1,0]:.4f}")
for name, g in (("Trial", G_T), ("A", G_A), ("B", G_B), ("C", G_C)):
    e_level, e_hop = parts(g)
    print(f"Energy {name}: level part {e_level:.4f}, hopping part "
          f"{e_hop:.4f}, sum {e_level + e_hop:.4f} (units of t)")
print(f"Hopping removed, walker A: local energy = {e_diag:.4f}, "
      f"lowest level = {np.linalg.eigvalsh(h_diag)[0]:.4f} (units of t)")
print("all tests passed")
```

It prints:

```
Matrix elements and overlaps are dimensionless; energies in units of t
General case: M=4 orbitals, N=2 particles, complex orbitals
  |overlap| = 0.2816
  trace G = 2.0000
  largest |G G - G| below 1e-10: True
  largest |G - G^dagger| = 1.3538
  G11 = -0.1647 +0.0299 i
  G22 = 1.2926 +0.4124 i
  G33 = -0.2388 -0.0674 i
  G44 = 1.1109 -0.3749 i
Two-determinant trial, one-determinant walker:
  trace G = 2.0000, largest |G G - G| below 1e-10: True
Two determinants in both trial and walker:
  trace G = 2.0000, largest |G G - G| = 0.0991
Angle grid: 55 of 110 pairs have G11 outside [0,1]
Model: t = 1.0, Delta = 1.5 (units of t)
  levels = -0.5000, 2.0000 (units of t)
  trial components = 0.8944, 0.4472
  walker A = 0.8944, -0.4472; overlap with trial = 0.6000
  walker B = 0.1789, 0.9839; overlap with trial = 0.6000
  walker C = 0.4657, -0.8849; overlap with trial = 0.0208
Trial with itself: G11=0.8000 G12=0.4000 G21=0.4000 G22=0.2000
Walker A: G11=1.3333 G12=-0.6667 G21=0.6667 G22=-0.3333
Walker B: G11=0.2667 G12=1.4667 G21=0.1333 G22=0.7333
Walker C: G11=20.0000 G12=-38.0000 G21=10.0000 G22=-19.0000
Average of A and B: G11=0.8000 G12=0.4000 G21=0.4000 G22=0.2000
Walker A: G11(1-G11) = -0.4444, G12*G21 = -0.4444
Energy Trial: level part 0.3000, hopping part -0.8000, sum -0.5000 (units of t)
Energy A: level part -0.5000, hopping part 0.0000, sum -0.5000 (units of t)
Energy B: level part 1.1000, hopping part -1.6000, sum -0.5000 (units of t)
Energy C: level part -28.5000, hopping part 28.0000, sum -0.5000 (units of t)
Hopping removed, walker A: local energy = -0.5000, lowest level = 0.0000 (units of t)
all tests passed
```
